# One k-point across the vacuum: an estimate from the work function: test program

```python
"""Dispersion of slab states across a vacuum gap, and one-point k sampling.

Result under test (atomic units): a slab level at -W below the vacuum level,
repeated with vacuum width d, has the full dispersion
    B = 4 kappa A^2 exp(-kappa d),   kappa = sqrt(2 W),
where A is the amplitude of its normalized vacuum tail at the slab surface.
For a square well of depth V0 and width a, with K = V0 - W,
    B = B0 exp(-kappa d),   B0 = 16 W K / (V0 (kappa a + 2)).
Reference bands of the square well solve the exact Bloch condition: half the
trace of the transfer matrix over one period L = a + d equals cos(theta),
with theta = k L. Plane-wave diagonalization checks these bands and treats
a well with smoothed edges, for which the plane-wave sum converges rapidly.
Energies are in hartree and lengths in bohr unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import toeplitz
from scipy.optimize import brentq

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10   # angstrom

W_eV, V0_eV = 4.5, 15.0
W, V0 = W_eV / HARTREE, V0_eV / HARTREE
K = V0 - W
kappa, q = np.sqrt(2 * W), np.sqrt(2 * K)
TOP = 4                          # zero-based index of the level at -W
N_LEVELS = 6                     # bound levels of the isolated well
a = (TOP * np.pi + 2 * np.arctan(kappa / q)) / q
N_PW = 150                       # plane waves run from -N_PW to N_PW


def well_level(n):
    """Binding energy of level n of one isolated square well."""
    def mismatch(x):
        tail = np.sqrt(max(2 * V0 - x * x, 0.0))
        return x * a - n * np.pi - 2 * np.arctan2(tail, x)
    x = brentq(mismatch, 1e-9, np.sqrt(2 * V0), xtol=1e-14)
    return V0 - 0.5 * x * x


# Energies inside the gaps; each neighbouring pair encloses one band.
isolated = np.array([-well_level(n) for n in range(N_LEVELS)])
gap_points = np.concatenate(([-V0 * (1 - 1e-12)],
                             0.5 * (isolated[:-1] + isolated[1:]), [-1e-12]))


def half_trace(energy, d):
    """Half the trace of the (psi, psi') transfer matrix over one period."""
    x, y = np.sqrt(2 * (energy + V0)), np.sqrt(-2 * energy)
    well = np.array([[np.cos(x * a), np.sin(x * a) / x],
                     [-x * np.sin(x * a), np.cos(x * a)]])
    vacuum = np.array([[np.cosh(y * d), np.sinh(y * d) / y],
                       [y * np.sinh(y * d), np.cosh(y * d)]])
    return 0.5 * np.trace(vacuum @ well)


def bands(d_ang, theta):
    """Six lowest bands of the periodic square well by exact matching."""
    def condition(energy):
        return half_trace(energy, d_ang / BOHR) - np.cos(theta)
    return np.array([brentq(condition, lo, hi, xtol=1e-16, maxiter=500)
                     for lo, hi in zip(gap_points[:-1], gap_points[1:])])


def plane_wave_bands(d_ang, theta, sigma_ang=0.0):
    """Six lowest plane-wave eigenvalues; sigma smooths the well edges."""
    L = a + d_ang / BOHR
    j = np.arange(2 * N_PW + 1)
    G = 2 * np.pi * j / L
    v = -V0 * a / L * np.sinc(j * a / L)
    v = v * np.exp(-0.5 * (G * sigma_ang / BOHR) ** 2)
    m = np.arange(-N_PW, N_PW + 1)
    kinetic = 0.5 * ((theta + 2 * np.pi * m) / L) ** 2
    return np.linalg.eigvalsh(toeplitz(v) + np.diag(kinetic))[:N_LEVELS]


def widths(d_ang):
    return np.abs(bands(d_ang, np.pi) - bands(d_ang, 0.0))


def mp_phases(n):
    """Bloch phases of the n-point Monkhorst-Pack grid along z."""
    return np.pi * (2 * np.arange(1, n + 1) - n - 1) / n


def mp_bands(d_ang, n):
    return np.array([bands(d_ang, p) for p in mp_phases(n)])


def prefactor(binding):
    kap = np.sqrt(2 * binding)
    return 16 * binding * (V0 - binding) / (V0 * (kap * a + 2))


def predicted_width(binding, d_ang):
    return prefactor(binding) * np.exp(-np.sqrt(2 * binding) * d_ang / BOHR)


# Decay constant: atomic units against SI units
kappa_ang = kappa / BOHR
kappa_SI = np.sqrt(2 * sc.m_e * W_eV * sc.e) / sc.hbar * 1e-10
assert abs(kappa_ang / kappa_SI - 1) < 1e-7
B0 = prefactor(W)
A2 = K / V0 * 2 / (a + 2 / kappa)
print(f"work function W = {W_eV:.1f} eV, well depth V0 = {V0_eV:.1f} eV")
print(f"kinetic energy in the well K = {K * HARTREE:.1f} eV")
print(f"slab thickness a = {a * BOHR:.3f} angstrom")
print(f"kappa = {kappa_ang:.4f} 1/angstrom = {kappa:.4f} 1/bohr")
print(f"vacuum per factor of ten = {np.log(10) / kappa_ang:.3f} angstrom")
print(f"surface tail density A^2 = {A2 / BOHR:.4f} 1/angstrom")
print(f"prefactor B0 = {B0 * HARTREE:.3f} eV")

# Exact matching against diagonalization; the tolerance covers the
# plane-wave truncation error caused by the sharp well edges.
difference = np.max(np.abs(bands(6.0, np.pi / 3)
                           - plane_wave_bands(6.0, np.pi / 3)))
assert difference < 2e-6
print(f"matching and plane waves differ by at most "
      f"{difference * HARTREE:.1e} eV at d = 6 angstrom")

# Width against vacuum: exact bands and tail formula
print("Fermi-level subband: d, exp(-kappa d), exact B, formula B")
for d in (6.0, 8.0, 10.0, 12.0, 14.0):
    numeric, formula = widths(d)[TOP], predicted_width(W, d)
    assert abs(numeric / formula - 1) < 1e-3
    print(f"  {d:4.1f} angstrom  {np.exp(-kappa_ang * d):.3e}"
          f"  {numeric * HARTREE:.4e} eV  {formula * HARTREE:.4e} eV")

# Vacuum needed for a chosen width
target_eV = 1e-3
d_need = np.log(B0 * HARTREE / target_eV) / kappa_ang
width_need = widths(d_need)[TOP] * HARTREE
assert abs(width_need / target_eV - 1) < 1e-3
print(f"vacuum for B = {target_eV:.3f} eV: d = {d_need:.2f} angstrom")
print(f"  exact width at that d = {width_need:.6f} eV")

# Cosine shape, band centre and one-point error at 10 angstrom
d = 10.0
grid8, gamma = mp_bands(d, 8), mp_bands(d, 1)
centre = grid8[:, TOP].mean()
B10 = predicted_width(W, d)
assert abs(centre + W) * HARTREE < 1e-7
for theta in (np.pi / 3, 2 * np.pi / 3):
    shift = bands(d, theta)[TOP] - centre
    assert abs(shift / (-0.5 * B10) - np.cos(theta)) < 2e-3
error1 = gamma[0, TOP] - centre
assert abs(error1 / (-0.5 * B10) - 1) < 2e-3
print(f"d = {d:.0f} angstrom: band centre = {centre * HARTREE:.5f} eV")
print(f"  one-point error of the level = {error1 * HARTREE:.3e} eV")

# One and two points compared at a thinner vacuum
d_thin = 6.0
centre_thin = mp_bands(d_thin, 8)[:, TOP].mean()
thin1 = mp_bands(d_thin, 1)[:, TOP].mean() - centre_thin
thin2 = mp_bands(d_thin, 2)[:, TOP].mean() - centre_thin
assert abs(thin2) < 0.01 * abs(thin1)
print(f"d = {d_thin:.0f} angstrom: one-point error = {thin1 * HARTREE:.3e} eV")
print(f"  two-point error = {thin2 * HARTREE:.3e} eV")

# Lower, Fermi-level and empty subbands
w10 = widths(d)
print("subbands at d = 10 angstrom: z-energy, kappa, exact B, formula B")
for n, tolerance in ((3, 2e-3), (4, 1e-3), (5, 5e-2)):
    # The shallow level has larger higher-order terms in its tail overlap.
    binding = well_level(n)
    formula = predicted_width(binding, d)
    assert abs(w10[n] / formula - 1) < tolerance
    print(f"  number {n + 1}: {-binding * HARTREE:.3f} eV"
          f"  {np.sqrt(2 * binding) / BOHR:.3f} 1/angstrom"
          f"  {w10[n] * HARTREE:.3e} eV  {formula * HARTREE:.3e} eV")
assert w10[3] < w10[4] < w10[5]
k_par2 = 2 * (well_level(3) - W)
print(f"subband 4 at the Fermi level: k_parallel = "
      f"{np.sqrt(k_par2) / BOHR:.3f} 1/angstrom")

# Metallic slab: free in-plane motion, spin included, fixed areal density
density = sum(well_level(n) - W for n in range(TOP)) / np.pi


def band_energy(levels):
    """Energy per area for subband bottoms sampled along z."""
    def excess(mu):
        return np.maximum(mu - levels, 0).sum(axis=1).mean() / np.pi - density
    mu = brentq(excess, -V0, 0.0, xtol=1e-15)
    filled = np.maximum(mu - levels, 0)
    return mu * density - (filled ** 2).sum(axis=1).mean() / (2 * np.pi)


metal_error = (band_energy(gamma) - band_energy(grid8)) / density
assert 0 < abs(metal_error) < w10[TOP]
print(f"metallic slab: {density / BOHR**2:.4f} electrons per angstrom^2")
print(f"  one-point band-energy error = {metal_error * HARTREE:.2e} eV/electron")

# Smoothed edges: rate from widths, kappa from the level's own depth
sigma = 0.5


def smooth_width(d_ang):
    edge = plane_wave_bands(d_ang, np.pi, sigma)[TOP]
    return abs(edge - plane_wave_bands(d_ang, 0.0, sigma)[TOP])


smooth_level = np.mean([plane_wave_bands(12.0, p, sigma)[TOP]
                        for p in mp_phases(4)])
smooth_kappa = np.sqrt(-2 * smooth_level) / BOHR
rate = np.log(smooth_width(8.0) / smooth_width(12.0)) / 4.0
assert abs(rate / smooth_kappa - 1) < 1e-3
print(f"smoothed edges, sigma = {sigma:.1f} angstrom:"
      f" level = {smooth_level * HARTREE:.3f} eV")
print(f"  kappa from level = {smooth_kappa:.4f} 1/angstrom")
print(f"  decay rate from widths = {rate:.4f} 1/angstrom")

print("verified")
```

Output:

```
work function W = 4.5 eV, well depth V0 = 15.0 eV
kinetic energy in the well K = 10.5 eV
slab thickness a = 8.268 angstrom
kappa = 1.0868 1/angstrom = 0.5751 1/bohr
vacuum per factor of ten = 2.119 angstrom
surface tail density A^2 = 0.1385 1/angstrom
prefactor B0 = 4.588 eV
matching and plane waves differ by at most 6.5e-06 eV at d = 6 angstrom
Fermi-level subband: d, exp(-kappa d), exact B, formula B
   6.0 angstrom  1.473e-03  6.7561e-03 eV  6.7561e-03 eV
   8.0 angstrom  1.675e-04  7.6864e-04 eV  7.6864e-04 eV
  10.0 angstrom  1.906e-05  8.7448e-05 eV  8.7448e-05 eV
  12.0 angstrom  2.169e-06  9.9489e-06 eV  9.9489e-06 eV
  14.0 angstrom  2.467e-07  1.1319e-06 eV  1.1319e-06 eV
vacuum for B = 0.001 eV: d = 7.76 angstrom
  exact width at that d = 0.001000 eV
d = 10 angstrom: band centre = -4.50000 eV
  one-point error of the level = -4.372e-05 eV
d = 6 angstrom: one-point error = -3.374e-03 eV
  two-point error = -3.850e-06 eV
subbands at d = 10 angstrom: z-energy, kappa, exact B, formula B
  number 4: -8.154 eV  1.463 1/angstrom  1.872e-06 eV  1.872e-06 eV
  number 5: -4.500 eV  1.087 1/angstrom  8.745e-05 eV  8.745e-05 eV
  number 6: -0.559 eV  0.383 1/angstrom  3.638e-02 eV  3.615e-02 eV
subband 4 at the Fermi level: k_parallel = 0.979 1/angstrom
metallic slab: 1.2150 electrons per angstrom^2
  one-point band-energy error = 1.07e-07 eV/electron
smoothed edges, sigma = 0.5 angstrom: level = -4.040 eV
  kappa from level = 1.0298 1/angstrom
  decay rate from widths = 1.0298 1/angstrom
verified
```
